\section*{Scalar, Vector and Tensor Dynamic Polarizability of an Atomic Level}

\section*{Setting}

An atom has an isolated level of energy $E_j$, definite parity and angular momentum $j$, with $2j+1$ substates $|jm\rangle$. Uniform off-resonant light acts on it:
\begin{equation}
\mathbf E(t)=\tfrac12F\left(\boldsymbol\epsilon e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1,\quad F>0 .
\end{equation}
Atomic units are used in the algebra. $P_j$ and $P_n$ project on the level and on another level $n$ of angular momentum $j_n$, and $\Delta_n=E_n-E_j$. Decay widths are neglected. The photon energy $\omega$ must be large compared with the light shifts, and no other level may lie within a few light shifts of $E_j$ or of $E_j\pm2\omega$. Otherwise two-photon coupling, which is also of order $F^2$, would mix states that are treated here as separate. The Wigner--Eckart convention is
\begin{equation}
\langle n m_n|T^K_Q|jm\rangle=(-1)^{j_n-m_n}\begin{pmatrix}j_n&K&j\\-m_n&Q&m\end{pmatrix}\langle n\|T^K\|j\rangle .
\end{equation}

\section*{(a) The light shift as an operator}

\textit{Find the second-order shift for a Dirac electron.}

\textbf{Solution.} In the long-wavelength limit the vector potential is $\mathbf A(t)$ and the Hamiltonian is $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V$. Put $\psi=e^{-i\mathbf A\cdot\mathbf r}\psi'$. The phase removes $\mathbf A$ from the kinetic term, and its time derivative adds $-\dot{\mathbf A}\cdot\mathbf r=\mathbf E\cdot\mathbf r$. With $\mathbf d=-\mathbf r$ the interaction is therefore $-\mathbf d\cdot\mathbf E$. For several electrons, $\mathbf d$ is the sum of such terms.

Write $\psi'=e^{-i(E_j+\delta)t}\sum_k\phi_ke^{-ik\omega t}$ and collect equal frequencies:
\begin{equation}
(E_j+\delta+k\omega-H_0)\phi_k=-\tfrac12F\left[(\boldsymbol\epsilon\cdot\mathbf d)\phi_{k-1}+(\boldsymbol\epsilon^*\!\cdot\mathbf d)\phi_{k+1}\right].
\end{equation}
To zeroth order $\phi_0$ lies in the level. To first order, $\delta$ drops out for $k=\pm1$ and
\begin{equation}
\phi_1=\frac F2\sum_n\frac{P_n(\boldsymbol\epsilon\cdot\mathbf d)\phi_0}{\Delta_n-\omega},\qquad
\phi_{-1}=\frac F2\sum_n\frac{P_n(\boldsymbol\epsilon^*\!\cdot\mathbf d)\phi_0}{\Delta_n+\omega}.
\end{equation}
Projecting the $k=0$ equation on the level gives $\delta\,\phi_0=-\tfrac14F^2\hat\alpha\,\phi_0$, where
\begin{equation}
\hat\alpha=\sum_nP_j\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_n(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta_n-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P_n(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta_n+\omega}\right]P_j. \label{op}
\end{equation}
The shifts are the eigenvalues of $-F^2\hat\alpha/4$. The sum runs over the complete one-electron Dirac spectrum, negative energies included.

\section*{(b) Separation by rank}

\textit{Which operators on the level can appear, and how does each depend on $\omega$?}

\textbf{Solution.} Split the product $d_aP_nd_b$ into its trace, antisymmetric part and symmetric traceless part:
\begin{equation}
(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_n(\boldsymbol\epsilon\cdot\mathbf d)=\tfrac13\,\mathbf d\cdot P_n\mathbf d+\tfrac12(\boldsymbol\epsilon^*\!\times\boldsymbol\epsilon)\cdot(\mathbf d\times P_n\mathbf d)+\epsilon^*_a\epsilon_bS_{ab}, \label{split}
\end{equation}
\begin{equation}
S_{ab}=\tfrac12(d_aP_nd_b+d_bP_nd_a)-\tfrac13\delta_{ab}\,\mathbf d\cdot P_n\mathbf d .
\end{equation}
These have ranks 0, 1 and 2. Between states of one level, the Wigner--Eckart theorem makes operators of equal rank proportional, so
\begin{equation}
\mathbf d\cdot P_n\mathbf d=c_0,\quad \mathbf d\times P_n\mathbf d=c_1\mathbf J,\quad S_{ab}=c_2\left[\tfrac12(J_aJ_b+J_bJ_a)-\tfrac13\delta_{ab}J^2\right]. \label{cs}
\end{equation}
The second term of (\ref{op}) has $\boldsymbol\epsilon$ and $\boldsymbol\epsilon^*$ exchanged. This reverses the cross product and leaves the other two parts unchanged. With $L_n=1/(\Delta_n^2-\omega^2)$, ranks 0 and 2 thus carry the sum $(\Delta_n-\omega)^{-1}+(\Delta_n+\omega)^{-1}=2\Delta_nL_n$. Rank 1 carries the difference, $2\omega L_n$.

We define three numbers $\alpha_0,\alpha_1,\alpha_2$ by
\begin{align}
\hat\alpha={}&\alpha_0-i\alpha_1\frac{(\boldsymbol\epsilon^*\!\times\boldsymbol\epsilon)\cdot\mathbf J}{2j}\notag\\
&+\alpha_2\frac{3[(\boldsymbol\epsilon^*\!\cdot\mathbf J)(\boldsymbol\epsilon\cdot\mathbf J)+(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)]-2J^2}{2j(2j-1)}, \label{form}
\end{align}
where a term whose denominator vanishes is absent.

\section*{(c) The 6j symbol}

\textit{Find the reduced element $X_K$ of $\{\mathbf dP_n\mathbf d\}^K$ within the level.}

\textbf{Solution.} The coupled product is
\begin{equation}
\{\mathbf dP_n\mathbf d\}^K_Q=\sum_{pq}(-1)^Q\sqrt{2K+1}\begin{pmatrix}1&1&K\\p&q&-Q\end{pmatrix}d_pP_nd_q .
\end{equation}
Its element between $\langle jm|$ and $|jm'\rangle$ contains the further factors
\begin{equation}
(-1)^{j-m+j_n-m_n}\begin{pmatrix}j&1&j_n\\-m&p&m_n\end{pmatrix}\begin{pmatrix}j_n&1&j\\-m_n&q&m'\end{pmatrix}\langle j\|d\|n\rangle\langle n\|d\|j\rangle,
\end{equation}
summed over $m_n$. The relation that defines the 6j symbol reads, for these angular momenta,
\begin{align}
&\sum_{pqm_n}(-1)^{j_n+m_n-p+q}\begin{pmatrix}K&1&1\\Q&-p&-q\end{pmatrix}\begin{pmatrix}j_n&j&1\\-m_n&m'&q\end{pmatrix}\begin{pmatrix}j_n&1&j\\m_n&p&-m\end{pmatrix}\notag\\
&\qquad=\begin{pmatrix}K&j&j\\Q&m'&-m\end{pmatrix}\begin{Bmatrix}1&1&K\\j&j&j_n\end{Bmatrix}.
\end{align}
Bringing our 3j symbols to this form costs $(-1)^K$ for the first. The other two each cost $(-1)^{j+j_n+1}$, which cancel because $j+j_n$ is an integer. Since $p+q=Q$, $(-1)^{-p+q}=(-1)^Q$. Also $(-1)^{j_n-m_n}=(-1)^{2j}(-1)^{j_n+m_n}$. The 3j symbol on the right is a cyclic permutation of the one in the Wigner--Eckart convention. Hence
\begin{equation}
X_K=(-1)^{K+2j}\sqrt{2K+1}\begin{Bmatrix}1&1&K\\j&j&j_n\end{Bmatrix}\langle j\|d\|n\rangle\langle n\|d\|j\rangle .
\end{equation}
From $d_q^\dagger=(-1)^qd_{-q}$ and the 3j symmetries, $\langle j\|d\|n\rangle=(-1)^{j_n-j}\langle n\|d\|j\rangle^*$. With $D_n^2=|\langle n\|d\|j\rangle|^2$ and $2j+j_n-j=j+j_n$,
\begin{equation}
X_K=(-1)^{K+j+j_n}\sqrt{2K+1}\begin{Bmatrix}1&1&K\\j&j&j_n\end{Bmatrix}D_n^2. \label{X}
\end{equation}

\section*{(d) The three polarizabilities}

\textit{Determine $\alpha_0$, $\alpha_1$ and $\alpha_2$.}

\textbf{Solution.} For the scalar part, take the trace of $\mathbf d\cdot P_n\mathbf d$ over the level. It equals $D_n^2$ times the sum of all squared 3j symbols, which is 1. So $c_0=D_n^2/(2j+1)$.

For the other ranks we need the reduced elements $Y_K$ of the operators made from $\mathbf J$. Orthogonality of the 3j symbols gives $Y_K^2=(2K+1)\sum_m|\langle jm|O^K_0|jm\rangle|^2$. The Condon--Shortley convention makes the 3j factor positive at $m=j$, so $Y_K>0$. For $O^1_0=J_z$,
\begin{equation}
Y_1^2=3\sum_mm^2=j(j+1)(2j+1).
\end{equation}
Writing out the coupling coefficients gives $\{\mathbf A\mathbf B\}^2_0=(3A_zB_z-\mathbf A\cdot\mathbf B)/\sqrt6$. Using $\sum_mm^4=j(j+1)(2j+1)(3j^2+3j-1)/15$,
\begin{equation}
Y_2^2=\tfrac56\sum_m[3m^2-j(j+1)]^2=\tfrac16j(j+1)(2j-1)(2j+1)(2j+3).
\end{equation}
Coupling to rank 1 gives $\{\mathbf A\mathbf B\}^1=(i/\sqrt2)\,\mathbf A\times\mathbf B$, so $c_1=-i\sqrt2\,X_1/Y_1$. At rank 2 both sides have the same coupling factor, so $c_2=X_2/Y_2$.

Insert these in (\ref{split}) with the frequency factors of (b). Rank 0 gives $\tfrac13c_0\,2\Delta_nL_n$. Rank 1 gives $-i(\boldsymbol\epsilon^*\!\times\boldsymbol\epsilon)\cdot\mathbf J\,\sqrt2X_1\omega L_n/Y_1$, to be matched to $\alpha_1/(2j)$. The rank-2 bracket of (\ref{cs}), contracted with $\epsilon_a^*\epsilon_b$, is one sixth of the numerator in (\ref{form}), so $\alpha_2=\tfrac23j(2j-1)\sum_nc_2\Delta_nL_n$. With (\ref{X}),
\begin{align}
\alpha_0&=\frac{2}{3(2j+1)}\sum_nD_n^2\Delta_nL_n, \label{a0}\\
\alpha_1&=2\sqrt{\frac{6j}{(j+1)(2j+1)}}\sum_n(-1)^{j+j_n+1}\begin{Bmatrix}1&1&1\\j&j&j_n\end{Bmatrix}D_n^2\,\omega L_n, \label{a1}\\
\alpha_2&=4\sqrt{\frac{5j(2j-1)}{6(j+1)(2j+1)(2j+3)}}\sum_n(-1)^{j+j_n}\begin{Bmatrix}1&1&2\\j&j&j_n\end{Bmatrix}D_n^2\Delta_nL_n. \label{a2}
\end{align}

\section*{(e) When a part is absent}

\textit{What do the vector and tensor parts require of the level and of the light?}

\textbf{Solution.} A rank-$K$ operator acts within the level only if $j,j,K$ form a triangle, $K\le2j$. The tensor part therefore needs $j\ge1$, and the vector part needs $j\ge\tfrac12$. The tensor condition is necessary but not sufficient, since contributions to (\ref{a2}) differ in sign and can cancel at particular frequencies.

For the light, write $\boldsymbol\epsilon=\mathbf a+i\mathbf b$ with real $\mathbf a,\mathbf b$. Then $\boldsymbol\epsilon^*\!\times\boldsymbol\epsilon=2i\,\mathbf a\times\mathbf b$, which vanishes if and only if $\mathbf a$ and $\mathbf b$ are parallel, that is, for linear polarization. For $\boldsymbol\epsilon=(\cos\chi,i\sin\chi,0)$ the vector term is $\alpha_1\sin2\chi\,J_z/(2j)$. Any ellipticity thus makes the polarization factor nonzero, although $\alpha_1$ itself, like $\alpha_2$, sums contributions of both signs and can vanish at particular frequencies; full circularity, $\chi=\pm\pi/4$, gives the largest effect. The term acts like a magnetic field along the propagation axis and changes sign with handedness. By (\ref{a1}) this electric-dipole vector part also vanishes as $\omega\to0$. The magnetic-dipole vector term estimated in (h) does not; it varies as $1/\omega$.

\section*{(f) The weight of each type of neighbour}

\textit{For one intermediate level, find $\alpha_1/\alpha_0$ and $\alpha_2/\alpha_0$ without 6j tables.}

\textbf{Solution.} Let $s_+,s_0,s_-$ be the squared elements of $d_{+1},d_0,d_{-1}$ from $|jj\rangle$ to the level $n$, and $S=s_++s_0+s_-=c_0$. Then $\alpha_0=\tfrac23S\Delta_nL_n$. For linear light along $z$, (\ref{form}) gives
\begin{equation}
\alpha_m=\alpha_0+\alpha_2\frac{3m^2-j(j+1)}{j(2j-1)}, \label{lin}
\end{equation}
which is $\alpha_0+\alpha_2$ at $m=j$ and must equal $2s_0\Delta_nL_n$. For circular light with $\boldsymbol\epsilon\cdot\mathbf d=d_{+1}$, one has $-i\boldsymbol\epsilon^*\!\times\boldsymbol\epsilon=\hat{\mathbf z}$. The part odd in $\omega$ at $m=j$ is $\alpha_1/2=(s_+-s_-)\omega L_n$. Hence
\begin{equation}
\frac{\alpha_2}{\alpha_0}=\frac{3s_0}{S}-1,\qquad \frac{\alpha_1}{\alpha_0}=\frac{3(s_+-s_-)}{S}\,\frac{\omega}{\Delta_n}.
\end{equation}

\textit{Case $j_n=j-1$.} The final $m_n$ cannot exceed $j-1$, so only $s_-$ survives. The ratios are $\alpha_2/\alpha_0=-1$ and $\alpha_1/\alpha_0=-3\omega/\Delta_n$.

\textit{Case $j_n=j$.} The elements are proportional to those of $\mathbf J$, so $s_+:s_0:s_-=0:j^2:j$. This gives $\alpha_2/\alpha_0=(2j-1)/(j+1)$ and $\alpha_1/\alpha_0=-[3/(j+1)]\,\omega/\Delta_n$.

\textit{Case $j_n=j+1$.} Take $[J_+,d_0]=\sqrt2\,d_{+1}$ between $\langle j+1,j+1|$ and $|jj\rangle$, where $J_+|jj\rangle=0$. It gives $s_0=s_+/(j+1)$. In the same way $[J_+,d_{-1}]=\sqrt2\,d_0$ gives $s_-=s_0/(2j+1)$. Then $S=s_+(2j+3)/(2j+1)$, and
\begin{equation}
\frac{\alpha_2}{\alpha_0}=-\frac{j(2j-1)}{(j+1)(2j+3)},\qquad \frac{\alpha_1}{\alpha_0}=\frac{3j}{j+1}\,\frac{\omega}{\Delta_n}.
\end{equation}

\section*{(g) Dirac orbitals, and the case $s_{1/2}$}

\textit{Evaluate $D_n^2$ for orbitals $r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})$. What produces the vector part of an $s_{1/2}$ level?}

\textbf{Solution.} Since $\chi_{-\kappa}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi_\kappa$, $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\hat{\mathbf r}$, the large and small components share one angular factor. The radial factor is $R_n=\int_0^\infty r(P_nP_j+Q_nQ_j)\,dr$.

For the angular factor, expand $\chi_\kappa=(\Omega_++\Omega_-)/\sqrt2$ in normalized eigenfunctions of $\boldsymbol\sigma\cdot\hat{\mathbf r}=\pm1$. The weights are equal because this operator is odd under parity and has zero mean in $\chi_\kappa$. Each $\Omega_\pm$ is, up to a phase, $\sqrt{(2j+1)/4\pi}\,D^{j*}_{m,\pm1/2}$ times a spinor along $\pm\hat{\mathbf r}$. The operator $\hat{\mathbf r}$ does not mix the two signs, so the element is $\tfrac12(I_++I_-)$. For a parity-allowed transition, replacing $\chi_{\kappa_n}$ by $(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi_{\kappa_n}$ gives zero, so $I_+=I_-$ and the element is $I_+$. The integral of three rotation matrices is a product of two 3j symbols, one of which is the Wigner--Eckart factor. Therefore
\begin{equation}
D_n^2=(2j+1)(2j_n+1)\begin{pmatrix}j&1&j_n\\\frac12&0&-\frac12\end{pmatrix}^2R_n^2 .
\end{equation}

For $s_{1/2}$ both squared 3j symbols are $1/6$, so $D_n^2=\tfrac23R_n^2$ for $p_{1/2}$ and $\tfrac43R_n^2$ for $p_{3/2}$. By (f) the ratios $\alpha_1/\alpha_0$ are $-2\omega/\Delta_n$ and $+\omega/\Delta_n$. If both fine-structure partners had the same $R_n$ and $\Delta_n$, the sum would be proportional to $\tfrac23(-2)+\tfrac43(1)=0$. In this one-electron model the electric-dipole vector part of an $s_{1/2}$ level thus comes from fine-structure differences in energies and radial integrals. Where these differences are small, the magnetic-dipole term of (h), which is $1/(c^2\omega)$ for $j=\tfrac12$ and $g=2$, can be the larger one. For hydrogen $1s$ at $\omega=0.1$ a.u. it is $5\times10^{-4}$ a.u., against $6\times10^{-6}$ a.u. from (\ref{a1}).

\section*{(h) A $2p_{3/2}$ level in numbers}

\textit{One Dirac electron is bound to a point charge $Z=50$, a model value. Interpret the response of $2p_{3/2}$ to photons of $100$ eV.}

\textbf{Solution.} The radial equation is diagonalized in a finite basis. Nuclear size, recoil, radiative corrections and decay widths are left out. The long-wavelength parameter $\omega\langle r\rangle/c=2.65\times10^{-3}$ is small, but it does not bound the magnetic-dipole terms. The magnetic field of the light, of amplitude $F/c$, acts on the moment $-g\mathbf J/2$ and couples the substates of the level to each other, so that $g\mathbf J/(2c)$ takes the place of $\mathbf d$. The case $j_n=j$ of (f), with $S=(g/2c)^2j(j+1)$ and $\Delta_n\to0$, gives a vector term $2j(g/2c)^2/\omega$. With the Land\'e value $g=\tfrac43$ and $\omega=3.67$ a.u. this is about $+2\times10^{-5}$ a.u., roughly a tenth of the $|\alpha_1|$ found below. The numbers that follow are therefore electric-dipole polarizabilities only.

The nearest coupled level, $2s_{1/2}$, lies below, with $\Delta=-308.86$ eV; $3d_{3/2}$ and $3d_{5/2}$ lie about $4.8$ keV above. For $j_n=\tfrac12$ the 6j symbols are $0.263523$ ($K=1$) and $-0.204124$ ($K=2$). The coefficient of $D_n^2\omega L_n$ in (\ref{a1}) is $-2\sqrt{0.9}\times0.263523=-0.500$. That of $D_n^2\Delta_nL_n$ in (\ref{a2}) is $4\sqrt{1/24}\times(-0.204124)=-0.167$, and in (\ref{a0}) it is $1/6$. The ratios $-3\omega/\Delta_n$ and $-1$ of (f) follow. For $2s_{1/2}$ alone, $\alpha_1/\alpha_0=300/308.86=0.971$, as the separate values $-3.242$ and $-3.338$ confirm. In units of $10^{-5}$ \AA$^3$, the channels with $j_n=\tfrac12,\tfrac32,\tfrac52$ add to
\begin{align}
\alpha_0&=-3.327+0.039+0.356=-2.93,\\
\alpha_1&=-3.242-0.001+0.013=-3.23,\\
\alpha_2&=3.327+0.031-0.071=3.29 .
\end{align}
In atomic units these are $-1.98$, $-2.18$ and $2.22$ times $10^{-4}$. Negative-energy states contribute about $-10^{-10}$ \AA$^3$ to $\alpha_0$.

For linear light, (\ref{lin}) gives $\alpha_0+\alpha_2=0.355$ for $m=\pm\tfrac32$ and $\alpha_0-\alpha_2=-6.22$ for $m=\pm\tfrac12$, in the same unit. The outer substates cannot reach any $s_{1/2}$ state with $\Delta m=0$. The large scalar and tensor terms cancel there, leaving the positive $d$ contribution. The inner substates are pushed up by $2s_{1/2}$ from below.

For the circular light of (f), $(\boldsymbol\epsilon^*\!\cdot\mathbf J)(\boldsymbol\epsilon\cdot\mathbf J)+(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)=J^2-J_z^2$, so
\begin{equation}
\alpha_m=\alpha_0+\alpha_1\frac m{2j}+\alpha_2\frac{j(j+1)-3m^2}{2j(2j-1)} .
\end{equation}
At $m=+\tfrac32$ this is $-2.93-1.62-1.64=-6.19$; at $m=-\tfrac32$ the vector term changes sign and the value is $-2.96$. The $2s_{1/2}$ denominators explain most of the difference. From $m=+\tfrac32$ that level is reached by emission, with $\Delta+\omega=-208.86$ eV, and from $m=-\tfrac32$ by absorption, with $\Delta-\omega=-408.86$ eV.

At zero frequency $\alpha_1=0$. Between $100$ and $200$ eV it grows from $-3.23$ to $-9.97$, a factor $3.09$. For $2s_{1/2}$ alone the factor is $2(308.86^2-100^2)/(308.86^2-200^2)=3.08$: two from $\omega$ itself, the rest from the approach to resonance. Near $308.86$ eV the expansion fails and the width must be kept. The level $2p_{1/2}$, degenerate with $2s_{1/2}$ in this model, lies at $E_j-2\omega$ for $\omega=154.43$ eV. Within a few light shifts of that point the condition stated in the Setting is broken and (\ref{op}) does not give the shifts.

The second-order operator was also tested against Floquet diagonalization with elliptical light, keeping $2s_{1/2}$, $3d_{3/2}$ and $3d_{5/2}$. At $100$ eV and $F=0.3$ a.u. the largest difference is about $2\times10^{-6}$ of the largest shift. That shift is about $3\times10^{-4}$ eV, far below the radiative width of $2p_{3/2}$ at $Z=50$, about $2.6$ eV from decay to $1s_{1/2}$. The example illustrates the algebra; at such fields the splitting would lie deep inside the natural line.

\section*{Values computed for the example and the checks}
\begin{verbatim}
nuclear charge Z = 50; level 2p3/2, j = 3/2
photon energy = 100.0 eV
energy 2p3/2 (rest energy removed) = -8575.51 eV
1s1/2: E_n-E_j = -26653.06 eV, |R| = 0.01296 angstrom
2s1/2: E_n-E_j = -308.86 eV, |R| = 0.05370 angstrom
3d3/2: E_n-E_j = 4753.46 eV, |R| = 0.04934 angstrom
3d5/2: E_n-E_j = 4782.08 eV, |R| = 0.04955 angstrom
mean radius of 2p3/2 = 0.05221 angstrom
omega<r>/c = 2.65e-03 (no unit)
jn=0.5: 6j K=1 0.263523, K=2 -0.204124
jn=1.5: 6j K=1 -0.105409, K=2 -0.163299
jn=2.5: 6j K=1 -0.158114, K=2 -0.040825
contributions at this photon energy, angstrom^3:
jn=0.5: a0 -3.3270e-05, a1 -3.2425e-05, a2 3.3270e-05
jn=1.5: a0 3.9027e-07, a1 -9.2961e-09, a2 3.1222e-07
jn=2.5: a0 3.5646e-06, a1 1.2608e-07, a2 -7.1291e-07
2s1/2 alone: a0 -3.3375e-05, a1 -3.2418e-05, a2 3.3375e-05
totals, angstrom^3:
0 eV: a0 -2.5818e-05, a1 0.0000e+00, a2 2.9371e-05
100 eV: a0 -2.9315e-05, a1 -3.2308e-05, a2 3.2869e-05
200 eV: a0 -4.7385e-05, a1 -9.9729e-05, a2 5.0943e-05
totals at 100 eV in atomic units: -1.9783e-04, -2.1803e-04, 2.2181e-04
linear light, substate polarizability, angstrom^3:
  m=-1.5: 3.5541e-06
  m=-0.5: -6.2184e-05
  m=+0.5: -6.2184e-05
  m=+1.5: 3.5541e-06
circular light, substate polarizability, angstrom^3:
  m=-1.5: -2.9595e-05
  m=-0.5: -7.4957e-06
  m=+0.5: -1.8265e-05
  m=+1.5: -6.1904e-05
negative-energy part of a0 = -1e-10 angstrom^3
largest decomposition error = 4e-16 a.u.
largest relative energy error = 3e-11
relative change with another basis = 6e-12
relative Floquet difference = 2e-06
\end{verbatim}
